# Coniglio's identity and the number of cutting bonds at threshold

A film of sintered oxide nanocrystals conducts between two contacts if an unbroken chain of necks joins them. Near the percolation threshold such a chain is fragile: some necks have no bypass, and the loss of any one of them opens the circuit. These necks carry the whole current, and they also decide how strongly the fraction of working devices responds to a small change in sintering. The question is how many there are, and how their number grows with the size of the device.

## The identity

Take a finite graph whose bonds are open or closed independently, and choose two terminals. These may be two sites or two contacts, each contact being merged into one node. Let $C$ be the event that open bonds connect the terminals, and $P$ its probability. A cutting bond is an open bond whose removal disconnects connected terminals. Their number is $\lambda$, with $\lambda=0$ when $C$ does not occur.

First give each bond $e$ its own probability $p_e$ of being open. Separating the two states of $e$ gives

$$P=p_e\,\mathrm{Prob}(C\,|\,e\text{ open})+(1-p_e)\,\mathrm{Prob}(C\,|\,e\text{ closed}).\tag{1}$$

The two conditional probabilities depend on the other bonds alone, because the bonds are independent. Hence

$$\frac{\partial P}{\partial p_e}=\mathrm{Prob}(C\,|\,e\text{ open})-\mathrm{Prob}(C\,|\,e\text{ closed}).\tag{2}$$

Opening a bond never destroys a connection. For a given state of the other bonds there are therefore three cases: the terminals are connected whatever $e$ does, they are disconnected whatever $e$ does, or they are connected just when $e$ is open. In the third case $e$ is called pivotal. The first two cases cancel in (2), so

$$\frac{\partial P}{\partial p_e}=\mathrm{Prob}(e\text{ pivotal}).\tag{3}$$

Whether $e$ is pivotal does not depend on the state of $e$ itself. The probability that it is both open and pivotal is thus the product of the two probabilities. An open pivotal bond is a cutting bond, which gives

$$p_e\frac{\partial P}{\partial p_e}=\mathrm{Prob}(e\text{ cutting}).\tag{4}$$

Now set every $p_e=p$, with $0<p<1$. By the chain rule $dP/dp$ is the sum of the partial derivatives, and the sum of the probabilities in (4) is the mean of $\lambda$:

$$p\,\frac{dP}{dp}=E[\lambda].\tag{5}$$

Since $\lambda=0$ outside $C$, $E[\lambda]=P\,E[\lambda|C]$. Division by $P$ yields Coniglio's identity,

$$\frac{d\ln P}{d\ln p}=E[\lambda\,|\,C].\tag{6}$$

The derivative is taken with respect to $\ln p$, and the mean runs over connected configurations. Nothing in the argument refers to a threshold.

A chain of $L$ bonds shows the meaning. Here $P=p^L$, so the left side of (6) is $L$; when the chain conducts, each of its $L$ bonds is cutting.

A square-lattice device with 13 bonds is small enough for all its $2^{13}$ states to be listed. At $p=0.5$ the differentiated connection probability gives $p\,dP/dp=1.10864$, and removing the open bonds one at a time gives $E[\lambda]=1.10864$. With $P=0.5$ the conditional mean is $1.10864/0.5=2.217$. At $p=0.8$, away from threshold, both sides are $0.44993$. The equality was also tested for a pair of interior sites.

### Where independence enters

Suppose two bonds always share one state, open with probability $p$. If they form a chain, $P=p$ and $d\ln P/d\ln p=1$, but $\lambda=2$ when the chain conducts. If they lie in parallel, $P=p$ again, but neither bond is cutting and $\lambda=0$. Correlation can thus spoil (6) in either direction, because the derivative counts independent variables while $\lambda$ counts bonds. In the 13-bond device, tying two successive bonds of one row together gives $p\,dP/dp=1.014$ and $E[\lambda]=1.139$ at $p=0.5$.

## Growth with length at threshold

The identity turns a question about geometry into one about a derivative. To find how that derivative grows, a scaling assumption is needed.

Let the threshold $p_c$ be continuous, and let the correlation length diverge as $\xi\propto|p-p_c|^{-\nu}$. Consider systems of fixed shape whose size, and the distance between whose terminals, is proportional to $L$. Near threshold the ratio $L/\xi$ should be the one relevant variable. It is a function of $(p-p_c)L^{1/\nu}$, since $L/\xi\propto\left(|p-p_c|L^{1/\nu}\right)^{\nu}$. The assumed form is

$$P_L(p)=A(p)\,L^{-x}\,G(z),\qquad z=(p-p_c)L^{1/\nu},\tag{7}$$

with $A$ smooth and positive, $G(0)>0$, and $G$ differentiable at $z=0$ with $G'(0)>0$. For contacts spanning the sample $x=0$; for two single sites of an ordinary lattice, such as the square one, $x>0$, because each must also belong to a large cluster. The logarithm of (7) is

$$\ln P_L=\ln A(p)-x\ln L+\ln G(z).\tag{8}$$

Apply $p\,d/dp$ at fixed $L$. The term $x\ln L$ drops out, and $dz/dp=L^{1/\nu}$. With (6), at $p=p_c$,

$$E[\lambda|C]=p_c\frac{G'(0)}{G(0)}\,L^{1/\nu}+p_c\frac{A'(p_c)}{A(p_c)}.\tag{9}$$

The second term does not grow with $L$, so for large $L$

$$E[\lambda|C]\propto L^{1/\nu}\qquad(p=p_c).\tag{10}$$

The exponent is the same for contacts and for pairs of sites, although their connection probabilities scale differently.

Equation (6) is a theorem for independent bonds, while (10) inherits the assumptions in (7). It fails if $G'(0)=0$, and it requires that the corrections to (7) stay small after differentiation. A correction $L^{-\omega}H(z)$ added to $G(z)$, with $\omega>0$ and $H$ smooth, is harmless: its derivative scales as $L^{1/\nu-\omega}$, smaller than the leading term by a factor $L^{-\omega}$.

## A lattice on which the scaling can be derived

On a hierarchical lattice (10) follows without assuming (7). Start from one bond between terminals $a$ and $b$. Replace it by a bridge: bonds $ac$, $ad$, $cb$, $db$ and a central bond $cd$. Then replace each of the five bonds by a bridge, and so on. After $n$ steps the shortest path between the terminals has $L=2^n$ bonds.

Let $R(p)$ be the connection probability of one bridge. If the central bond is open, $c$ and $d$ act as one node, and at least one bond must be open on each side: probability $(2p-p^2)^2$. If it is closed, at least one of two chains of two bonds must be open: probability $1-(1-p^2)^2=2p^2-p^4$. Therefore

$$\begin{aligned}R(p)&=p(2p-p^2)^2+(1-p)(2p^2-p^4)\\&=2p^2+2p^3-5p^4+2p^5.\end{aligned}\tag{11}$$

Each bond of a bridge stands for an independent smaller lattice, so $P_{n+1}=R(P_n)$ with $P_0=p$. Factoring gives

$$R(p)-p=-p(1-p)(1-2p)(1+p-p^2).\tag{12}$$

The last factor is positive for $0<p<1$. Below $p=1/2$ the iteration thus lowers $P_n$ towards 0, above it raises $P_n$ towards 1, and $p_c=1/2$ is a fixed point. There

$$R'(\tfrac12)=\left[4p+6p^2-20p^3+10p^4\right]_{p=1/2}=\frac{13}{8}.\tag{13}$$

At $p=1/2$ every $P_n$ equals $1/2$, so the chain rule multiplies $n$ equal factors: $dP_n/dp=(13/8)^n$. The prefactor $p/P_n$ in (6) is 1, and

$$E[\lambda|C]=\left(\frac{13}{8}\right)^n=L^{\ln(13/8)/\ln2}.\tag{14}$$

It remains to show that this exponent is $1/\nu$, with $\nu$ defined by the correlation length. Below threshold define $\xi$ by the decay of $P_n$ with distance,

$$\frac1{\xi(p)}=-\lim_{n\to\infty}\frac{\ln P_n(p)}{2^n}.\tag{15}$$

The limit is finite and positive: once $P_n$ is small, (11) gives $P_{n+1}\approx2P_n^2$, so $-\ln P_n-\ln2$ doubles at each step, as does $2^n$. Starting at $R(p)$ instead of $p$ saves one step, $P_{n+1}(p)=P_n(R(p))$, and (15) gives

$$\xi(p)=2\,\xi(R(p)).\tag{16}$$

Near threshold $R$ multiplies the distance $t=p_c-p$ by $13/8$. A power law $\xi\propto t^{-\nu}$ satisfies (16) if $1=2(13/8)^{-\nu}$, or

$$\nu=\frac{\ln2}{\ln(13/8)}=1.428.\tag{17}$$

Equation (16) would also allow a factor periodic in $\ln t$, which leaves this exponent unchanged. The exponent in (14) is therefore $1/\nu$. Evaluating (15) at distances $10^{-3}$ and $10^{-6}$ below threshold gives $\nu=1.428$ as well. For $L=32$, cutting bonds counted in random samples average $11.45\pm0.21$ in connected cases, against $L^{1/\nu}=11.33$. Errors quoted with $\pm$ are one standard error of sampling.

The chain of bonds is a second solvable case. Since $p^L=e^{-L/\xi}$, $\xi=-1/\ln p\approx1/(1-p)$ as $p\to1$. Thus $p_c=1$ and $\nu=1$, in agreement with $\lambda=L$.

## The square lattice between contacts

Consider a square lattice with $L$ rows and $L$ bonds per row between a left and a right contact. There are $L-1$ columns of sites, joined vertically by $L-1$ bonds each. Across each bond draw a dual bond, open when the original is closed. Either the original bonds connect left to right, or the dual bonds connect top to bottom; planarity allows one and only one of the two. For these dimensions the dual device is the original turned by a right angle, so

$$P_L(p)+P_L(1-p)=1.\tag{18}$$

At $p=1/2$, the threshold of this lattice, $P_L=1/2$ for every size. The factor $p/P_L$ in (6) is then 1, and

$$\left.\frac{dP_L}{dp}\right|_{p=1/2}=E[\lambda|C].\tag{19}$$

The mean number of cutting bonds is thus also the steepness of the transition.

The established exponent of two-dimensional percolation, taken over here without derivation, is $\nu=4/3$; (10) then predicts growth as $L^{3/4}$. Sampling at $p=1/2$ gives $4.71\pm0.06$, $7.80\pm0.10$, $12.93\pm0.31$ and $21.7\pm0.9$ cutting bonds for $L=8$, 16, 32 and 64. The fitted exponent is $0.734\pm0.019$, within one standard error of $0.75$.

The correlation length offers a separate, coarser estimate of $\nu$. Define $\xi^2$ as the mean of $r^2$ weighted by the probability that two sites at distance $r$ are connected. Lattices of $800\times800$ sites give $\xi=4.04$ lattice spacings at $p=0.34$ and $12.82$ at $p=0.43$. The effective exponent is

$$\frac{\ln(12.82/4.04)}{\ln(0.16/0.07)}=1.40.\tag{20}$$

Its estimated sampling error is $0.016$, but this estimate comes from few lattices, so noise may contribute to the excess over $4/3$. In addition, an effective exponent at a finite distance from threshold need not equal the limiting one. The closer pair $p=0.40$ and $0.46$ gives $1.28\pm0.04$. An earlier sample of this pair, also with four lattices at each $p$, missed $4/3$ by more than $0.15$; its exact value was not recorded. The error estimated from so few lattices is itself uncertain, since a few large clusters can weigh heavily in the mean near threshold. The cluster radii are therefore only a rough check of $4/3$ and do not determine it.

## Cutting bonds and the current

Let each open bond be a resistor $r$, and let a current $I>0$ flow between the terminals. A cutting bond carries all of it, since its removal separates source from drain.

The converse also holds. Suppose bond $e$ carries the whole current, and choose a potential strictly between those of its two ends that no node has. The net current across this potential level is $I$. Every open bond crossing the level carries current in the downhill direction, so the contributions cannot cancel. As $e$ already carries $I$, no other open bond crosses. Any path from source to drain must cross the level, hence must use $e$, and $e$ is cutting.

Equating the dissipated power $I^2R$ to the sum over bonds with currents $i_e$ gives

$$R=r\sum_e\left(\frac{i_e}{I}\right)^2\ge\lambda r,\tag{21}$$

because each cutting bond contributes $r$ and the others contribute nothing negative. The mean resistance of connected devices is therefore at least $r\,E[\lambda|C]$, and at threshold it grows no more slowly than $L^{1/\nu}$. The bound need not be close, because parts of the network with parallel paths add to $R$.

## A sintered nanocrystal film

Take a monolayer of indium tin oxide particles on a square lattice of pitch 20 nm, between contacts 320 nm apart and 320 nm wide, so $L=16$. Neighbours are joined by a neck with probability $p=0.50$. In the samples for this size a fraction $0.496$ of the devices was connected, with $7.80$ cutting necks on average. From (5),

$$\frac{dP}{dp}=\frac{0.496\times7.80}{0.50}=7.74.\tag{22}$$

Raising the neck fraction by $0.01$ should thus raise the yield of connected devices by $7.7$ percentage points. Direct sampling gives yields of $0.3795$ at $p=0.485$ and $0.6098$ at $p=0.515$, a slope of $(0.6098-0.3795)/0.030=7.68$. The symmetry (18) makes the second derivative of $P$ vanish at $1/2$, so the first departure from a straight line is cubic, and over this interval it is small.

The inverse slope, $1/7.74=0.129$, measures the range of neck fraction over which the yield changes. For a device four times as long and wide, (19) gives $1/21.7=0.046$. Scaling up at fixed shape sharpens the transition as $L^{-3/4}$. This improves the yield if $p$ lies above threshold and lowers it if $p$ lies below.

### Resistance

Rough typical values are a neck radius $a=3$ nm, a carrier density of $5\times10^{20}$ cm$^{-3}$, an isotropic mass of $0.35\,m_e$ and a mobility of 30 cm$^2$/Vs. The Fermi energy is about $0.66$ eV, far above the thermal energy of $0.026$ eV at 300 K, so the carriers are degenerate. To leading order for a wide neck, an area $\pi a^2$ passes $k_F^2a^2/4\approx14$ quantum channels, where $k_F$ is the Fermi wavenumber. Each conducts $2e^2/h$, which gives a ballistic resistance of about 950 ohm. Adding the standard diffusive resistance of a constriction, $\rho/2a\approx690$ ohm with $\rho$ the resistivity, gives about $1.6$ kohm per neck. The sum is an interpolation between two limits. The diffusive formula also assumes bodies much wider than the neck, which particles of 10 nm radius satisfy only roughly. The edge of so narrow a neck also matters: a round neck with hard walls has only 10 channels at this radius, which would raise the total to about $2.0$ kohm. Surface depletion is neglected as well. For a relative permittivity near 9 and an assumed band bending of $0.3$ to 1 eV, the depleted layer is $0.8$ to $1.4$ nm thick at this carrier density. Removed from the neck radius, it would leave 3 to 5 hard-wall channels and $3.5$ to $5.6$ kohm per neck. The values below keep the leading-order estimate.

Of 300 devices solved for their currents, 146 were connected. Their median resistance was $15.2$ necks, or 25 kohm. On average $44$ per cent of a device's resistance lay in its cutting necks; the rest lay in regions with parallel paths. In every connected device solved, the number of bonds carrying the whole current was tested to equal the number of cutting bonds.

### What the model leaves out

A gap where a neck is missing is not a perfect insulator. For a ligand gap of 1 nm between spheres of 10 nm radius, a barrier of 2 eV and the free-electron mass in the barrier, the exponential decay alone gives a tunnel resistance of about $2\times10^{10}$ ohm, a rough estimate that omits the prefactor of the transmission. The disconnected devices, with many such gaps in parallel, have a median of about $2\times10^9$ ohm, still more than $10^4$ times that of the connected ones. For this gap, barrier and mass "connected" is therefore a sharp notion; a thinner gap, a lower barrier or a lighter tunnelling mass would make it less so. With $0.35\,m_e$ in the barrier a gap has about $4\times10^7$ ohm, and the ratio of the medians falls to about $10^2$. A neck conducts several times $2e^2/h$, which weakens single-electron charging across it. Charging may further suppress the current through gaps; neither effect is computed here.

At a bias of $0.1$ V a cutting neck in a device of median resistance drops $0.1\text{ V}/15.2=6.6$ mV. If heat and charge flow in the neck obey the Wiedemann–Franz law with Lorenz number $L_0=\pi^2k_B^2/3e^2$, the heat equation, with the potential $u$ measured from mid-neck as coordinate, reads $L_0\,d(T\,dT/du)/du=-1$. With both ends, $u=\pm V/2$, at $T_0$, the peak temperature obeys $T_{\max}^2=T_0^2+V^2/4L_0$. This gives a local rise of $0.7$ K, which is an upper estimate. The formula assumes diffusive flow with heat carried by electrons alone, whereas the mean free path, about 5 nm, exceeds the neck radius, and the lattice also conducts heat. Heating of the film as a whole is not included. In a disconnected device the whole bias may fall across one gap, a field of 1 MV/cm. Whether the ligand layer withstands this field is not examined here.

Missing particles lower the yield markedly. With 3 per cent of them absent and the neck probability between the remaining ones held at $0.50$, the yield falls from $0.496$ to $0.357$. It is tempting to estimate this from (22). A neck between two particles survives with probability $0.97^2$, so its mean probability drops by $0.030$, and the yield should drop by $7.74\times0.030=0.23$. The sampled drop is $0.14$. One missing particle closes all its necks at once, so the losses are correlated and (5) does not apply to the mean neck fraction. As for tied bonds in a chain, double counting can occur: when two cutting necks meet at one particle, its loss breaks the connection once but is counted for both necks. How much of the difference this explains was not computed.

A real printed film can also differ in geometry. It may be several particles thick, irregularly packed and much longer than 320 nm, and its sintering may vary from place to place. The assumed carrier density belongs to heavily doped material, and the mobility to good conduction inside the particles. Extra layers and irregular packing move the threshold by amounts not estimated here, so $p=0.50$ is not a target for a real film. For independent necks with one common probability (5) still holds on any packing, but its numbers must then be computed for that packing. The exponent $3/4$ further requires a film that is two-dimensional on the scale of the device, with correlations of short range, near its own threshold. The numerical output below lists the values used.

## Computed values

```
enumerated graph: bonds = 13
contacts, p=0.3: P=0.12538, p dP/dp=0.38053, E[lambda]=0.38053, E[lambda|conn]=3.0350
contacts, p=0.5: P=0.50000, p dP/dp=1.10864, E[lambda]=1.10864, E[lambda|conn]=2.2173
contacts, p=0.8: P=0.96491, p dP/dp=0.44993, E[lambda]=0.44993, E[lambda|conn]=0.4663
interior pair, p=0.3: P=0.14853, p dP/dp=0.41744, E[lambda]=0.41744, E[lambda|conn]=2.8104
interior pair, p=0.5: P=0.53088, p dP/dp=1.07776, E[lambda]=1.07776, E[lambda|conn]=2.0301
interior pair, p=0.8: P=0.96748, p dP/dp=0.41329, E[lambda]=0.41329, E[lambda|conn]=0.4272
two tied bonds, p=0.5: p dP/dp=1.01416, E[lambda]=1.13867 (identity fails)
hierarchy: R'(1/2)=1.625000, nu from map=1.4277, nu from decay=1.4277
hierarchy, L=32: sampled E[lambda|conn]=11.45 +- 0.21, L^(1/nu)=11.33
square lattice: xi(0.05)=0.4979, path expansion 0.4965 pitches
square lattice: xi(0.34)=4.04 +- 0.03, xi(0.43)=12.82 +- 0.14 pitches, effective nu=1.398 +- 0.016
square lattice: xi(0.40)=7.67 +- 0.14, xi(0.46)=24.74 +- 0.77 pitches, effective nu=1.278 +- 0.039
threshold, L=8 pitches: P=0.507, E[lambda|conn]=4.71 +- 0.06
threshold, L=16 pitches: P=0.496, E[lambda|conn]=7.80 +- 0.10
threshold, L=32 pitches: P=0.498, E[lambda|conn]=12.93 +- 0.31
threshold, L=64 pitches: P=0.478, E[lambda|conn]=21.68 +- 0.87
fitted exponent of L: 0.734 +- 0.019 (1/nu = 0.75 for nu = 4/3)
device: pitch 20 nm, length and width 320 nm, neck fraction 0.50
yield at neck fraction 0.485: 0.3795; at 0.515: 0.6098
yield gain per 0.01 of neck fraction: from cutting necks 7.74, direct 7.68 percentage points
transition width 1/(dP/dp): 0.129 in neck fraction
inputs: neck radius 3 nm, density 5.0e+20 cm^-3, mass 0.35 m_e, mobility 30 cm2/Vs
inputs: gap 1 nm, barrier 2.0 eV, bias 0.1 V, temperature 300 K
neck: ballistic 951 ohm + diffusive 694 ohm = 1645 ohm
open gap: tunnel resistance 2.45e+10 ohm, neck/gap resistance ratio 6.73e-08
146 connected devices solved: median resistance 25.0 kohm = 15.2 necks
mean share of the resistance in cutting necks: 0.438
tunnelling: median resistance of 154 disconnected devices 1.63e+09 ohm, off/on ratio 6.5e+04
missing particles, 3%: sampled yield 0.496 -> 0.357
degeneracy: Fermi energy 0.656 eV, thermal energy 0.0259 eV
charging: quantum channels per neck 13.6
worst field, all bias on one gap: 1.00 MV/cm
cutting neck at median resistance: 6.58 mV, local heating 0.737 K
```
